\section*{The Mayer bond order derived twice, and its value for hydrogen}

\section{A decision about a stretched bond}

Suppose a calculation follows the removal of a ligand from a metal precursor, and one must decide at which distance the metal-ligand bond counts as broken. A tempting criterion is a bond order taken from the restricted, closed-shell determinant at each distance. Whether that criterion can work hangs on how the number behaves when two electrons are kept in one spatial orbital. Hydrogen settles the matter in its simplest form for a bond whose two electrons part, one to each fragment. With one basis function per atom and the symmetric orbital doubly occupied, the Mayer bond order is one at every finite bond length. It cannot signal that the bond has been pulled apart.

The bond order is derived below in two ways, from the exchange part of the pair density and from the fluctuation of atomic populations. Each way gives the hydrogen result by its own argument.

\section{Conventions}

The wavefunction is a single determinant of $N$ electrons with $N/2$ real, doubly occupied orbitals,
\begin{equation}
\psi_i=\sum_\mu C_{\mu i}\chi_\mu ,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle ,\qquad C^{T}SC=1 .
\label{eq:setup}
\end{equation}
The real functions $\chi_\mu$ are linearly independent, and each belongs to one atom; $\mu\in A$ means that $\chi_\mu$ belongs to atom $A$. The spin-summed density matrix and the Mulliken population of an atom are
\begin{equation}
P=2CC^{T},\qquad Q_A=\sum_{\mu\in A}(PS)_{\mu\mu}.
\label{eq:P}
\end{equation}
The factor 2 counts the two spins. The result to be derived, for $A\neq B$, is
\begin{equation}
B_{AB}=\sum_{\mu\in A}\sum_{\nu\in B}(PS)_{\mu\nu}(PS)_{\nu\mu}.
\label{eq:mayer}
\end{equation}

\section{First derivation: sharing out the exchange density}

\subsection{The general formula}

For a determinant of spin orbitals $\phi_p$, the pair density normalised to $N(N-1)$ is the sum over occupied $p,q$ of a direct term $|\phi_p(1)|^2|\phi_q(2)|^2$ minus an exchange term $\phi_p(1)\phi_q(1)\phi_q(2)\phi_p(2)$. After summation over spin the exchange term survives for equal spins only. Each spin has the density matrix $\tfrac12\rho(1;2)$, where
\begin{equation}
\rho(1;2)=2\sum_i\psi_i(1)\psi_i(2)=\sum_{\mu\lambda}P_{\mu\lambda}\chi_\mu(1)\chi_\lambda(2).
\end{equation}
Two spins, each with a factor $\tfrac12\cdot\tfrac12$, give the prefactor $\tfrac12$ in
\begin{equation}
\Gamma(1,2)=\rho(1)\rho(2)-\tfrac12\,\rho(1;2)\rho(2;1).
\end{equation}
The subtracted part is the exchange density. To integrate it over both positions, write the second factor as $\rho(2;1)=\sum_{\nu\kappa}P_{\nu\kappa}\chi_\nu(2)\chi_\kappa(1)$. The functions of electron 1 give $S_{\kappa\mu}$ and those of electron 2 give $S_{\lambda\nu}$, so
\begin{align}
X&=\tfrac12\iint\rho(1;2)\rho(2;1)\,d1\,d2
=\tfrac12\sum_{\mu\nu}\Big(\sum_\lambda P_{\mu\lambda}S_{\lambda\nu}\Big)\Big(\sum_\kappa P_{\nu\kappa}S_{\kappa\mu}\Big)\nonumber\\
&=\tfrac12\sum_{\mu\nu}(PS)_{\mu\nu}(PS)_{\nu\mu}.
\label{eq:X}
\end{align}
Orthonormality fixes the total:
\begin{equation}
PSPS=4C(C^{T}SC)C^{T}S=4CC^{T}S=2PS .
\label{eq:idem}
\end{equation}
Since $\mathrm{tr}\,PS=2\,\mathrm{tr}\,C^{T}SC=N$, it follows that $X=\tfrac12\cdot2N=N$. The exchange density removes $N$ from the $N^2$ of the direct term and leaves $N(N-1)$, as it must.

Now $X$ is shared among the atoms. In Eq.~(\ref{eq:X}) the label $\mu$ is the first orbital label of $\rho(1;2)$, and $\nu$ that of $\rho(2;1)$. Assign each to its atom. The part with $\mu\in A$, $\nu\in B$ is half of the double sum in Eq.~(\ref{eq:mayer}). The part with the atoms exchanged has the same value, because renaming $\mu\leftrightarrow\nu$ turns one sum into the other. Together they make $B_{AB}$, and
\begin{equation}
N=\tfrac12\sum_A B_{AA}+\sum_{A<B}B_{AB},
\end{equation}
where $B_{AA}$ is the same double sum with both labels on $A$. The bond order is thus the amount of exchange density shared between two atoms, in a count whose total is the number of electrons.

A useful sum rule follows from the diagonal of Eq.~(\ref{eq:idem}). Summing $(PSPS)_{\mu\mu}=2(PS)_{\mu\mu}$ over $\mu\in A$ gives $\sum_B B_{AB}=2Q_A$ with $B=A$ included, so that
\begin{equation}
V_A\equiv\sum_{B\neq A}B_{AB}=2Q_A-B_{AA}.
\label{eq:valence}
\end{equation}
This is the valence of the atom in a closed-shell determinant.

\subsection{Hydrogen by matrices}

Let each atom carry one normalised $s$ function, with overlap $s$. At finite, nonzero bond length $0<s<1$. A density symmetric between the atoms gives a Fock matrix with equal diagonal elements. Its eigenvectors are the sum and the difference of the two functions, so double occupation of the sum reproduces the symmetric density and solves the restricted equations. The norm of $\chi_A+\chi_B$ squared is $1+1+2s$, hence
\begin{equation}
g=\frac{\chi_A+\chi_B}{\sqrt{2+2s}},\qquad
P=\frac{2}{2+2s}\begin{pmatrix}1&1\\1&1\end{pmatrix}=\frac{1}{1+s}\begin{pmatrix}1&1\\1&1\end{pmatrix}.
\end{equation}
Multiplication by the overlap matrix gives
\begin{equation}
PS=\frac{1}{1+s}\begin{pmatrix}1&1\\1&1\end{pmatrix}\begin{pmatrix}1&s\\s&1\end{pmatrix}
=\begin{pmatrix}1&1\\1&1\end{pmatrix},
\end{equation}
because every element of the product is $(1+s)/(1+s)$. Therefore
\begin{equation}
B_{AB}=(PS)_{AB}(PS)_{BA}=1\cdot1=1 .
\end{equation}
The density matrix depends on distance and so does the overlap matrix, but the product does not. In the STO-3G basis at 0.074 nm, $s=0.660$ and $P_{AB}=1/1.660=0.602$. At 0.300 nm, $s=0.018$ and $P_{AB}=0.982$. The bond order is 1 in both cases.

\section{Second derivation: fluctuating populations}

\subsection{The general formula}

Electrons shared by two atoms make the populations of those atoms fluctuate in opposite senses. To turn this into a formula, one needs population operators for overlapping functions. Define dual functions $\tilde\chi_\mu=\sum_\nu(S^{-1})_{\nu\mu}\chi_\nu$, for which $\langle\tilde\chi_\mu|\chi_\nu\rangle=\delta_{\mu\nu}$. Let $a^\dagger_{\mu\sigma}$ create an electron of spin $\sigma$ in $\chi_\mu$, and let $b_{\mu\sigma}$ annihilate one in $\tilde\chi_\mu$. Then
\begin{equation}
\{b_{\mu\sigma},a^\dagger_{\nu\tau}\}=\delta_{\mu\nu}\delta_{\sigma\tau},\qquad
\hat N_A=\sum_\sigma\sum_{\mu\in A}a^\dagger_{\mu\sigma}b_{\mu\sigma}.
\end{equation}
The operators $\hat N_A$ add up to the electron number within the basis, and they commute with one another. They are not Hermitian in general, a point that matters later.

In the determinant, $\langle a^\dagger_{\mu\sigma}b_{\nu\sigma}\rangle$ is the projection of $\chi_\mu$ on the occupied orbitals, followed by their projection on $\tilde\chi_\nu$:
\begin{equation}
D_{\nu\mu}\equiv\langle a^\dagger_{\mu\sigma}b_{\nu\sigma}\rangle
=\sum_i\langle\tilde\chi_\nu|\psi_i\rangle\langle\psi_i|\chi_\mu\rangle
=\sum_iC_{\nu i}(SC)_{\mu i}=\tfrac12(PS)_{\nu\mu}.
\end{equation}
Setting $\nu=\mu$ and summing over spin and over $\mu\in A$ gives $\langle\hat N_A\rangle=Q_A$, the Mulliken population.

For a product of two populations, Wick's theorem for a determinant gives
\begin{align}
\langle a^\dagger_{\mu\sigma}b_{\mu\sigma}a^\dagger_{\nu\tau}b_{\nu\tau}\rangle
&=D_{\mu\mu}D_{\nu\nu}+\delta_{\sigma\tau}\langle a^\dagger_{\mu\sigma}b_{\nu\sigma}\rangle\langle b_{\mu\sigma}a^\dagger_{\nu\sigma}\rangle\nonumber\\
&=D_{\mu\mu}D_{\nu\nu}+\delta_{\sigma\tau}D_{\nu\mu}(\delta_{\mu\nu}-D_{\mu\nu}).
\end{align}
The last bracket comes from the anticommutator. When $\mu$ and $\nu$ lie on different atoms, $\delta_{\mu\nu}=0$. The first term sums to $Q_AQ_B$, and subtracting that leaves the covariance
\begin{equation}
\mathrm{cov}(N_A,N_B)=-\sum_\sigma\sum_{\mu\in A}\sum_{\nu\in B}D_{\nu\mu}D_{\mu\nu}
=-2\cdot\tfrac14\,B_{AB}.
\end{equation}
Two spins give the factor 2, and the two factors $\tfrac12$ in $D$ give $\tfrac14$. Hence
\begin{equation}
B_{AB}=-2\,\mathrm{cov}(N_A,N_B),\qquad A\neq B ,
\label{eq:cov}
\end{equation}
which is Eq.~(\ref{eq:mayer}) again.

\subsection{Hydrogen by counting}

Two electrons of opposite spin in one real orbital $\psi=\sum_\mu c_\mu\chi_\mu$ have the spatial wavefunction $\psi(1)\psi(2)$. It factorises, so the electrons are independent. Each contributes to atom $A$ the weight
\begin{equation}
p=\sum_{\mu\in A}c_\mu(Sc)_\mu=\tfrac12Q_A ,
\end{equation}
and the weight $1-p$ to atom $B$. The number of times one given electron is found on $A$ is 0 or 1 and equals its own square, so its variance is $p-p^2$. Variances of independent quantities add. Since $N_B=2-N_A$, the covariance is minus the variance of $N_A$:
\begin{equation}
B_{AB}=2\,\mathrm{var}(N_A)=4p(1-p)=Q_AQ_B=1-(Q_A-1)^2 .
\label{eq:QQ}
\end{equation}
The last form uses $Q_B=2-Q_A$. Symmetry between the atoms requires $Q_A=1$, and then $B_{AB}=1$.

Bond length does not enter this argument, and neither does the number of functions on each atom. The minimal basis is sufficient for the result but not necessary. A restricted Hartree--Fock calculation for H$_2$ at 0.074 nm in the cc-pVTZ basis also gives 1.000000.

Equation~(\ref{eq:QQ}) also says what does change the value. A field of 20 V/nm along the bond, with the STO-3G basis and the length of 0.074 nm held fixed, shifts the populations to 1.0852 and 0.9148. The bond order becomes $1-0.0852^2=0.9927$. A shift of 8.5 per cent of an electron lowers it by only 0.7 per cent, since the loss is quadratic. A static field this strong would ionise a real molecule by tunnelling, which two basis functions cannot describe; here it serves only to shift the populations. At $Q_A=2$, $Q_B=0$ the bond order vanishes. These values are not bounds: with overlapping functions a Mulliken population can exceed 2, and the product $Q_AQ_B$ is then negative.

\section{What the constant value means}

\subsection{It is not a bond energy}

Put both electrons in the antisymmetric orbital $u=(\chi_A-\chi_B)/\sqrt{2-2s}$. Each electron then has $p=(1-s)/(2-2s)=\tfrac12$, and the bond order is again one. In matrix terms both off-diagonal elements of $PS$ are $-1$, and their product loses the sign. Yet in STO-3G at 0.074 nm the configuration $g^2$ lies 5.0 eV below two separate atoms, while $u^2$ lies 38.0 eV above them. The bond order measures sharing, and an antibonding pair is shared just as evenly.

\subsection{The restricted determinant at long range}

For small $s$, independent electrons with $p=\tfrac12$ place two electrons on $A$ with weight $\tfrac14$, one on each atom with weight $\tfrac12$, and none on $A$ with weight $\tfrac14$. Half of the wavefunction is therefore ionic, however long the bond. This keeps the fluctuation, and with it the bond order, at its full value. It also spoils the energy: at 0.500 nm the determinant lies 9.1 eV above two atoms.

At each of five lengths from 0.050 to 0.500 nm, the energy was also evaluated for all real doubly occupied orbitals in the minimal basis, with the mixing angle of $g$ and $u$ varied in steps of 2 degrees. The lowest point was $g^2$ every time. The fault thus lies in the closed-shell form and not in a poor choice of orbital. If instead the spin-up electron may sit on $A$ and the spin-down electron on $B$, then for $s\to0$ neither population fluctuates and Eq.~(\ref{eq:cov}) gives zero.

The hydrogen result is stated for finite, nonzero bond lengths. As $R\to\infty$ the value one persists as a limit. The configurations $g^2$ and $u^2$ then become degenerate, and at 0.500 nm they differ by only 0.014 eV, but both have bond order one. At $R=0$ the two functions coincide, $S$ is singular and there are no two atoms to speak of.

\subsection{The correlated ground state}

Full configuration interaction in the same two functions mixes the two pairs, $\Psi=c_g\,g^2+c_u\,u^2$, with occupations $n_g=2c_g^2$ and $n_u=2c_u^2$. The density matrix is the weighted sum of the two pure cases, so
\begin{equation}
PS=\frac{n_g}{2}\begin{pmatrix}1&1\\1&1\end{pmatrix}+\frac{n_u}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix},
\qquad B_{AB}=\Big(\frac{n_g-n_u}{2}\Big)^2 .
\label{eq:ci}
\end{equation}
At 0.074 nm, $n_u=0.0253$ and $n_g=1.9747$, which gives $0.9747^2=0.950$. At 0.150 nm the value is 0.559, and at 0.300 nm it is 0.006. This number does register the breaking of the bond. The full configuration interaction is complete only within two basis functions, so these values describe the model and not the real molecule.

\section{What each derivation assumes}

Both derivations use the assignment of basis functions to atoms. The result does not depend on how functions are mixed within one atom. If $T$ is block diagonal in the atoms and the new functions are $\chi'=\chi T$, then $C'=T^{-1}C$ and $S'=T^{T}ST$, so
\begin{equation}
P'S'=T^{-1}P\,(T^{-1})^{T}\,T^{T}ST=T^{-1}(PS)T .
\end{equation}
The bond order is the trace of the $AB$ block of $PS$ times the $BA$ block, and the factors $T$ cancel under the trace. Rotating the $p$ functions of an atom therefore changes nothing. Mixing functions of different atoms is not covered, and this is where the arbitrariness of the partition resides.

The first derivation needs the density matrix alone. Its reading as shared exchange rests on idempotency, Eq.~(\ref{eq:idem}), which makes the total equal to $N$. For the correlated state above, the total is
\begin{equation}
\tfrac12\mathrm{tr}(PSPS)=\tfrac12(n_g^2+n_u^2)=\tfrac12(n_g+n_u)^2-n_gn_u=2-n_gn_u ,
\end{equation}
so the count falls short of two electrons by $n_gn_u$. The matrix formula can still be evaluated, but it no longer shares out all the electrons.

The second derivation needs the pair distribution. A determinant supplies it through Wick's theorem; a correlated state has one of its own, and the two definitions then part. To see by how much, let $\Pi_A$ be the one-electron operator that keeps the $\chi_A$ component of an orbital. With $r^2=(1-s)/(1+s)$, inserting $\chi_A=\sqrt{(1+s)/2}\,g+\sqrt{(1-s)/2}\,u$ gives
\begin{equation}
\Pi_Ag=\tfrac12(g+r\,u),\qquad \Pi_Au=\tfrac12(u+r^{-1}g),
\end{equation}
and $\Pi_B=1-\Pi_A$ has the opposite signs in front of $r$ and $r^{-1}$. The expectation value of $\Pi_A(1)\Pi_B(2)$ has two diagonal terms, $\tfrac14c_g^2+\tfrac14c_u^2=\tfrac14$, and two cross terms, $-\tfrac14c_gc_u(r^2+r^{-2})$. Doubling for the exchanged electrons and subtracting $Q_AQ_B=1$ yields
\begin{equation}
-2\,\mathrm{cov}(N_A,N_B)=1+c_gc_u(r^2+r^{-2})=1+2c_gc_u\,\frac{1+s^2}{1-s^2}.
\end{equation}
In the ground state $c_gc_u<0$, because the coupling of the two configurations is a positive repulsion integral. At 0.074 nm, $c_gc_u=-\tfrac12\sqrt{n_gn_u}=-0.112$ and $(1+s^2)/(1-s^2)=2.54$, so the covariance measure is 0.43, against 0.95 from Eq.~(\ref{eq:ci}). The overlap factor, which comes from the non-Hermitian operators, strengthens the effect of a small admixture. It grows as $s\to1$, so in STO-3G the covariance measure falls again at short range, to 0.29 at 0.050 nm and $-0.27$ at 0.030 nm. It also depends strongly on the basis: full configuration interaction in cc-pVTZ at 0.074 nm gives $-0.41$ for it, while the matrix formula still gives 0.95. For a correlated state the Mulliken covariance is therefore a poor bond order. Both measures vanish for separated atoms, where $s\to0$ and $c_gc_u\to-\tfrac12$. A bond order quoted for a correlated wavefunction must therefore say which definition it uses.

For a determinant the agreement can be seen on water in STO-3G, with O--H lengths of 0.096 nm and an angle of 104.5 degrees. The matrix formula gives an O--H bond order of 0.95452. Numerical integration of the exchange density over both electron positions gives 0.95458, the difference being that of a finite grid. An explicit sum over all distributions of the electrons among the basis functions, with the covariance taken at the end, gives 0.95452. One of the weights for a single spin is $-0.00024$. The weights add to one, but they are not true probabilities, and the language of counting must be read with that reservation.

\section{A metal-ligand bond: alane}

Planar AlH$_3$ is the parent hydride of the amine-alane precursors used for aluminium films. The Al--H length is set to 0.158 nm, roughly that of the real molecule. Restricted Hartree--Fock in the def2-SVP basis gives a bond order of 0.906 for each Al--H bond and an aluminium charge of $+0.79\,e$. The valence of aluminium is $3\times0.906=2.72$, in accord with Eq.~(\ref{eq:valence}). Neither number is converged in the basis: def2-TZVP gives 0.957 and $+0.45\,e$, cc-pVTZ 0.968 and $+0.41\,e$, aug-cc-pVDZ 0.979 and $+0.28\,e$. The comparisons below hold the basis fixed where they can.

It would be natural to treat each bond as an isolated polar pair and apply Eq.~(\ref{eq:QQ}). Each bond would then carry a charge shift of $\sqrt{1-0.906}=0.31$, and aluminium a charge of $+0.92\,e$. The computed charge is smaller. With PBE Kohn--Sham orbitals in the same basis and geometry the gap widens: the bond order is 0.921, which would imply $+0.84\,e$, while the computed charge is $+0.43\,e$. The two-centre relation is thus no quantitative guide here, and a bond order should not be converted into a charge.

The basis matters more than the other choices tried. Going from Hartree--Fock to PBE raises the bond order by 0.015 in def2-SVP but lowers it by 0.022 in def2-TZVP. Replacing def2-SVP by STO-3G lowers it by 0.027, and replacing it by def2-TZVP, cc-pVTZ or aug-cc-pVDZ raises it by 0.05 to 0.07. Stretching all three bonds by 0.010 nm, about 6 per cent, lowers it by only 0.002 at the Hartree--Fock level in def2-SVP, and by less than 0.01 in those three sets. A change of basis therefore outweighs a sizeable change of geometry, and bond orders are best compared at one fixed level of theory. In the actual precursors an amine is also bound to aluminium; its effect is not included and has not been estimated here.

For the decision posed at the start, the alane stretch is too short to show how the number behaves when a bond breaks; the warning comes from hydrogen. When a ligand leaves with one electron of the bonding pair, a restricted determinant can keep the pair shared long after the bond has gone. A correlated calculation that describes the separated fragments correctly carries the information that the restricted bond order lacks, both in its energy relative to those fragments and in its natural occupations. A ligand that leaves with both electrons of the bond, as an amine does, is a different case. Closed-shell orbitals can then lie wholly on one fragment or the other, the blocks of $PS$ between the fragments vanish, and the restricted bond order goes to zero as it should. The STO-3G bond orders and energies of hydrogen, and the alane values in STO-3G and def2-SVP, are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
WATER, RHF/STO-3G, O-H length 0.096 nm, angle 104.5 deg
O-H bond order, matrix formula: 0.95452
O-H bond order, exchange density on grid: 0.95458
O-H bond order, -2 x population covariance: 0.95452
H...H bond order: 0.01241
smallest determinant weight, one spin: -0.00024
HYDROGEN, STO-3G; energies relative to two H atoms
R/nm | s | P_AB | B(g^2) | B(u^2) | n_u | B(full CI)
0.050 | 0.81472 | 0.55105 | 1.000000 | 1.000000 | 0.01032 | 0.97946
0.074 | 0.65987 | 0.60246 | 1.000000 | 1.000000 | 0.02533 | 0.94998
0.150 | 0.25679 | 0.79568 | 1.000000 | 1.000000 | 0.25262 | 0.55857
0.300 | 0.01826 | 0.98206 | 1.000000 | 1.000000 | 0.92511 | 0.00561
0.500 | 0.00011 | 0.99989 | 1.000000 | 1.000000 | 0.99926 | 0.00000
R/nm | E(g^2)/eV | E(u^2)/eV | E(full CI)/eV
0.050 | -2.989 | 60.477 | -3.320
0.074 | -4.996 | 37.981 | -5.554
0.150 | 0.607 | 14.659 | -1.768
0.300 | 7.541 | 8.764 | -0.013
0.500 | 9.092 | 9.106 | -0.000
H2 bond order, RHF/cc-pVTZ, 0.074 nm: 1.000000
H2, STO-3G, 0.074 nm, in a field of 20.0 V/nm:
populations Q_A, Q_B: 1.08516, 0.91484 electrons
bond order in the field: 0.99275
ALANE AlH3, planar, Al-H length 0.158 nm
level | B(Al-H) | Al charge/e | Al valence | B(H...H)
RHF/def2-SVP | 0.9063 | 0.7857 | 2.7188 | 0.0033
PBE/def2-SVP | 0.9211 | 0.4323 | 2.7632 | 0.0178
RHF/STO-3G | 0.8793 | 0.8440 | 2.6380 | 0.0208
RHF/def2-SVP, stretched | 0.9045 | 0.7563 | 2.7136 | 0.0088
change of B(Al-H), RHF to PBE: +0.0148
change of B(Al-H), def2-SVP to STO-3G: -0.0269
change of B(Al-H), stretch of 0.010 nm: -0.0017
\end{verbatim}
